# Conductivity, thermopower and Lorenz ratio from the semiclassical Boltzmann equation: a numerical check

```python
# Result under test (relaxation-time Boltzmann theory, electron charge -e):
#  Sigma_ab(E) = 2 sum_n int d2k/(2pi)^2 v_a v_b tau delta(E-eps),
#  L_n = int dE Sigma (E-mu)^n (-df/dE),
#  sigma = e^2 L0, S = -L0^-1 L1/(eT), kappa = (L2 - L1 L0^-1 L1)/T,
#  low T: sigma = e^2 Sigma(mu), S = -(pi^2 k^2 T/3e) Sigma^-1 Sigma', kappa/(sigma T) = pi^2 k^2/3e^2,
#  with relative corrections of order (kT)^2.
# Model: honeycomb lattice, eps = +-|sum_j t_j exp(i k.delta_j)|, w = hbar v in eV A.
# Sheet units: Sigma, sigma in e^2/hbar; S in k/e; kappa in k^2 T/hbar; Lorenz ratio in (k/e)^2.
import numpy as np
from math import factorial
from numpy.polynomial import Chebyshev
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

pi = np.pi
kB = C.k / C.e
hbar = C.hbar / C.e
bond, tau0 = 1.4, 10e-15
tau_h = tau0 / hbar                      # tau/hbar in 1/eV
delta = bond * np.array([[0, 1], [3**0.5 / 2, -0.5], [-3**0.5 / 2, -0.5]])
LWF = pi**2 / 3
close = lambda a, b, tol: np.max(np.abs(a - b)) <= tol * np.max(np.abs(b))

# Sommerfeld moments and generating function by quadrature
kern = lambda x: expit(x) * expit(-x)
M = [quad(lambda x: x**p * kern(x), -60, 60, points=[0], limit=200)[0] for p in range(7)]
assert abs(M[0] - 1) < 1e-9 and abs(M[2] - pi**2 / 3) < 1e-8 and abs(M[4] - 7 * pi**4 / 15) < 1e-7
assert max(abs(M[1]), abs(M[3]), abs(M[5])) < 1e-6
for n in (1, 2, 3):
    assert close(M[2 * n], 2 * factorial(2 * n) * (1 - 2.0**(1 - 2 * n)) * zeta(2 * n), 1e-8)
gen = quad(lambda x: np.cos(0.7 * x) * kern(x), -60, 60, points=[0], limit=200)[0]
assert abs(gen - 0.7 * pi / np.sinh(0.7 * pi)) < 1e-8
print(f"moments M2 = {M[2]:.6f}, M4 = {M[4]:.5f}")

def band(kx, ky, t):
    h = hx = hy = 0j
    for tj, d in zip(t, delta):
        p = tj * np.exp(1j * (kx * d[0] + ky * d[1]))
        h, hx, hy = h + p, hx + 1j * d[0] * p, hy + 1j * d[1] * p
    e = np.abs(h)
    return e, (h.conj() * hx).real / e, (h.conj() * hy).real / e

def contours(t, lo, hi, deg=44, nth=512):
    """Constant-energy lines around one Dirac point; factor 4 = spin x valley."""
    al = np.arccos((t[2]**2 - t[0]**2 - t[1]**2) / (2 * t[0] * t[1]))
    be = np.angle(-(t[0] + t[1] * np.exp(1j * al)) / t[2])
    K = np.linalg.solve(np.array([delta[1] - delta[0], delta[2] - delta[0]]), [al, be])
    th = 2 * pi * np.arange(nth) / nth
    c, s = np.cos(th), np.sin(th)
    E = np.sort((lo + hi) / 2 + (hi - lo) / 2 * np.cos(pi * (np.arange(deg + 1) + 0.5) / (deg + 1)))
    q = E[0] * 1e-6 / band(K[0] + 1e-6 * c, K[1] + 1e-6 * s, t)[0]
    rows = []
    for En in E:
        for _ in range(10):
            e, wx, wy = band(K[0] + q * c, K[1] + q * s, t)
            q = q - (e - En) / (wx * c + wy * s)
        e, wx, wy = band(K[0] + q * c, K[1] + q * s, t)
        wr = wx * c + wy * s
        assert np.max(np.abs(e - En)) < 1e-12 and wr.min() > 0 and q.min() > 0
        rows.append([4 / (2 * pi) * np.mean(a) for a in
                     (q * wx * wx / wr, q * wx * wy / wr, q * wy * wy / wr, q * q / 2, q / wr)])
    fit = lambda y: Chebyshev.fit(E, y, deg, domain=[lo, hi])
    return E, np.array(rows), fit

def make_sigma(data, r, E0):
    E, rows, fit = data
    P = [fit(rows[:, i] * tau_h * (E / E0)**r) for i in range(3)]
    def sig(e, m=0):
        a, b, c = [(p.deriv(m) if m else p)(e) for p in P]
        return np.array([[a, b], [b, c]])
    return sig

xg, wg = np.polynomial.legendre.leggauss(240)
def average(fun, n, mu, kT, lo, hi):
    a, b = max(lo, mu - 40 * kT), min(hi, mu + 40 * kT)
    edges = [a, 0.0, b] if a < 0 < b else [a, b]
    tot = 0
    for u, v in zip(edges[:-1], edges[1:]):
        E = (u + v) / 2 + (v - u) / 2 * xg
        tot = tot + np.sum(fun(E) * (E - mu)**n * kern((E - mu) / kT) / kT * wg, axis=-1) * (v - u) / 2
    return tot

def transport(L, kT):
    X = np.linalg.solve(L[0], L[1])
    kap = (L[2] - L[1] @ X) / kT**2
    return L[0], -X / kT, kap, kap @ np.linalg.inv(L[0])

def moments(sig, mu, kT, lo, hi):
    return [average(lambda E: sig(np.abs(E)), n, mu, kT, lo, hi) for n in range(3)]

N = 1200
A = np.array([delta[0] - delta[1], delta[0] - delta[2]])
B = 2 * pi * np.linalg.inv(A).T
u1, u2 = np.meshgrid((np.arange(N) + 0.5) / N, (np.arange(N) + 0.5) / N)
KX = (u1 * B[0, 0] + u2 * B[1, 0]).ravel()
KY = (u1 * B[0, 1] + u2 * B[1, 1]).ravel()
norm = 2 / (N * N * abs(np.linalg.det(A)))

# ---- equal hoppings: worked example ----
t0, mu, T = 3.0, 0.5, 300.0
kT = kB * T
iso = contours([t0] * 3, 0.0, 1.8)
sigs = {r: make_sigma(iso, r, mu) for r in (0, 1)}
print(f"t = {t0} eV, bond = {bond} A, tau = {tau0*1e15:.0f} fs, mu = {mu} eV, T = {T:.0f} K")
print(f"kT = {kT:.6f} eV, mu/kT = {mu/kT:.3f}, tau/hbar = {tau_h:.4f} 1/eV")
print(f"hbar v at Dirac point = {np.hypot(*band(4*pi/(3*3**0.5*bond)+1e-6, 0.0, [t0]*3)[1:]):.3f} eV A")
assert close(sigs[0](0.01), tau_h * 0.01 / pi * np.eye(2), 1e-4)   # cone limit tau|E|/pi
print(f"cone value tau mu/(pi hbar) = {tau_h*mu/pi:.5f} e^2/hbar")

e, wx, wy = band(KX, KY, [t0] * 3)
def grid_moments(m, r):
    out = [np.zeros((2, 2)) for _ in range(3)]
    for sgn in (1, -1):
        wt = norm * tau_h * (e / mu)**r * kern((sgn * e - m) / kT) / kT
        for n in range(3):
            z = wt * (sgn * e - m)**n
            out[n] += np.array([[z @ (wx * wx), z @ (wx * wy)], [z @ (wx * wy), z @ (wy * wy)]])
    return out
for r in (0, 1):
    for a, b in zip(grid_moments(mu, r), moments(sigs[r], mu, kT, -1.8, 1.8)):
        assert close(a, b, 1e-6)
S_hole = transport(grid_moments(-mu, 0), kT)[1][0, 0]

def sommerfeld(sig, m, th):
    s0, s1, s2, s3 = [sig(m, i)[0, 0] for i in range(4)]
    u = (pi * th)**2
    lead = np.array([s0, -LWF * th * s1 / s0, LWF])
    corr = u * np.array([s2 / s0 / 6, 7 * s3 / (30 * s1) - s2 / (6 * s0),
                         8 * s2 / (15 * s0) - (s1 / s0)**2 / 3])
    return lead, corr
def full(sig, m, th):
    a = transport(moments(sig, m, th, -1.8, 1.8), th)
    return np.array([a[0][0, 0], a[1][0, 0], a[3][0, 0]]), a[2][0, 0]
for r in (0, 1):
    dev = {}
    for TT in (100.0, 200.0):
        lead, corr = sommerfeld(sigs[r], mu, kB * TT)
        dev[TT] = full(sigs[r], mu, kB * TT)[0] / lead - 1
        if TT == 100.0:
            assert np.all(np.abs(dev[TT] - corr) < 0.02 * np.abs(corr) + 1e-10)
    assert np.all(np.abs(dev[200.0] / dev[100.0] - 4) < 0.2)

G0, ke, kq = C.e**2 / C.hbar, C.k / C.e, C.k**2 * T / C.hbar
print(f"e^2/hbar = {G0:.5e} S, k/e = {ke*1e6:.3f} uV/K, k^2 T/hbar = {kq:.5e} W/K")
print(f"L_WF = {LWF:.5f} (k/e)^2 = {LWF*ke**2:.4e} W Ohm/K^2")
for r, name in ((0, "tau constant"), (1, "tau = tau0 |E|/mu")):
    s = [sigs[r](mu, i)[0, 0] for i in range(4)]
    lead, corr = sommerfeld(sigs[r], mu, kT)
    ex, kap = full(sigs[r], mu, kT)
    print(f"[{name}] Sigma(mu) = {s[0]:.5f} e^2/hbar, Sigma'/Sigma = {s[1]/s[0]:.5f} 1/eV")
    print(f"  Sigma''/Sigma = {s[2]/s[0]:.5f}, Sigma'''/Sigma' = {s[3]/s[1]:.5f} 1/eV^2")
    print(f"  sigma full = {ex[0]:.5f} e^2/hbar = {ex[0]*G0*1e3:.4f} mS")
    print(f"  S Mott = {lead[1]:.5f} k/e = {lead[1]*ke*1e6:.3f} uV/K")
    print(f"  S full = {ex[1]:.5f} k/e = {ex[1]*ke*1e6:.3f} uV/K")
    print(f"  kappa full = {kap:.4f} k^2T/hbar = {kap*kq*1e9:.4f} nW/K")
    print(f"  L full = {ex[2]:.5f} (k/e)^2 = {ex[2]*ke**2:.4e} W Ohm/K^2")
    print("  full/leading - 1 (sigma,S,L): " + ", ".join(f"{x:.3e}" for x in ex / lead - 1))
    print("  (kT)^2 formula   (sigma,S,L): " + ", ".join(f"{x:.3e}" for x in corr))
assert close(S_hole, -sommerfeld(sigs[0], mu, kT)[0][1], 1e-3)
print(f"S at mu = {-mu} eV from k-grid = {S_hole:.5f} k/e")

# chemical potential at fixed density
Ncount, Dos = iso[2](iso[1][:, 3]), iso[2](iso[1][:, 4])
assert close(Ncount.deriv()(mu), Dos(mu), 1e-8)
signed = lambda E: np.sign(E) * Ncount(np.abs(E))
muT = brentq(lambda m: average(signed, 0, m, kT, -1.8, 1.8) - Ncount(mu), 0.4, 0.6, xtol=1e-13)
shift = -pi**2 * kT**2 * Dos.deriv()(mu) / (6 * Dos(mu))
assert close(muT - mu, shift, 0.01)
print(f"n = {Ncount(mu):.5e} 1/A^2, D'/D = {Dos.deriv()(mu)/Dos(mu):.4f} 1/eV")
print(f"mu - E_F: root = {muT-mu:.4e} eV, formula = {shift:.4e} eV")

# approach to the Dirac point, constant tau
for m in (0.1, 0.05):
    ex, lead = full(sigs[0], m, kT)[0], sommerfeld(sigs[0], m, kT)[0]
    print(f"mu = {m} eV, mu/kT = {m/kT:.2f}: S/S_Mott = {ex[1]/lead[1]:.4f}, L/L_WF = {ex[2]/LWF:.4f}")
ex = full(sigs[0], 0.0, kT)[0]
Ldirac = 9 * zeta(3) / (2 * np.log(2))
assert close(ex[2], Ldirac, 1e-3) and abs(ex[1]) < 1e-10
assert close(ex[0], tau_h / pi * 2 * np.log(2) * kT, 1e-3)
print(f"mu = 0: sigma = {ex[0]:.5f} e^2/hbar, L = {ex[2]:.4f} (k/e)^2, L/L_WF = {ex[2]/LWF:.4f}")
print(f"cone value 9 zeta(3)/(2 ln 2) = {Ldirac:.4f}")

# ---- unequal hoppings: Boltzmann equation along characteristics ----
ta, mua = [3.0, 2.5, 3.5], 0.9
ani = contours(ta, 0.2, 1.6)
sa0, sa1 = make_sigma(ani, 0, mua), make_sigma(ani, 1, mua)
e, wx, wy = band(KX, KY, ta)
keep = np.abs(e - mua) < 0.7
e, w, kx, ky = e[keep], np.array([wx[keep], wy[keep]]), KX[keep], KY[keep]
f0 = expit(-(e - mua) / kT)
sl, wl = np.polynomial.laguerre.laggauss(3)
def gradient_run(gmu, gkT):
    g = 0
    for s, a in zip(sl, wl):
        back = -w * (tau_h * e / mua * s)
        g = g + a * (expit(-(e - mua - gmu @ back) / (kT + gkT @ back)) - f0)
    return norm * (w @ g), norm * (w @ (g * (e - mua)))
def field_run(eE):
    g = 0
    for s, a in zip(sl, wl):
        es = band(kx + eE[0] * tau_h * s, ky + eE[1] * tau_h * s, ta)[0]
        g = g + a * (expit(-(es - mua) / kT) - f0)
    return norm * (w @ g)
d, I, Z = 5e-9, np.eye(2), np.zeros(2)
sig_field = np.array([-field_run(d * I[j]) / d for j in range(2)]).T
assert close(sig_field, moments(sa0, mua, kT, 0.2, 1.6)[0], 1e-6)
Jm = np.array([gradient_run(d * I[j], Z)[0] / d for j in range(2)]).T
JG = np.array([gradient_run(Z, d * I[j])[0] / d for j in range(2)]).T
S_sim = -np.linalg.solve(Jm, JG)         # grad mu that cancels the current, per grad kT
kap_sim = np.zeros((2, 2))
for j in range(2):
    J, Q = gradient_run(d * S_sim[:, j], d * I[j])
    assert np.max(np.abs(J)) < 1e-6 * d * np.max(np.abs(JG))
    kap_sim[:, j] = -Q / (d * kT)
sg, S, kap, Lz = transport(moments(sa1, mua, kT, 0.2, 1.6), kT)
assert close(-Jm, sg, 1e-6) and close(S_sim, S, 1e-6) and close(kap_sim, kap, 1e-6)
asym = lambda X: X[0, 1] - X[1, 0]
assert close(asym(S_sim), asym(S), 0.01)  # the reversed matrix order flips this sign
ratio = np.linalg.solve(sa1(mua), sa1(mua, 1))
th = kB * 10.0
_, Slow, _, Llow = transport(moments(sa1, mua, th, 0.2, 1.6), th)
mott = -LWF * th * ratio
naive = -LWF * th * sa1(mua, 1)[0, 0] / sa1(mua)[0, 0]
assert close(Slow, mott, 1e-4) and close(asym(Slow), asym(mott), 0.02) and close(Llow, LWF * I, 1e-4)
assert abs(naive - Slow[0, 0]) > 10 * abs(mott[0, 0] - Slow[0, 0])
row = lambda X: ", ".join(f"{x:.6f}" for x in X.ravel())
print(f"unequal t = {ta} eV, mu = {mua} eV, tau = tau0 |E|/mu, order xx,xy,yx,yy")
print("  Sigma(mu) [e^2/hbar]: " + row(sa1(mua)))
print("  Sigma^-1 Sigma' [1/eV]: " + row(ratio))
print(f"  d ln Sigma_xx/dE = {sa1(mua,1)[0,0]/sa1(mua)[0,0]:.6f} 1/eV")
print(f"  S Mott {T:.0f} K [k/e]: " + row(-LWF * kT * ratio))
print(f"  S Boltzmann {T:.0f} K [k/e]: " + row(S_sim))
print(f"  L/L_WF Boltzmann {T:.0f} K: " + row(kap_sim @ np.linalg.inv(-Jm) / LWF))

# ---- flat Sigma, elastic rate 1/tau plus forward scattering on a boson mode; x = (E-mu)/kT ----
h, jump = 0.1, 20
x = np.arange(-400, 401) * h
om = jump * h
nb = 1 / np.expm1(om)
wt = kern(x) * h
R = np.zeros((x.size, x.size))
i = np.arange(x.size - jump)
R[i, i + jump] = nb * expit(x[i + jump]) / expit(x[i])
R[i + jump, i] = (nb + 1) * expit(x[i]) / expit(x[i + jump])
assert close(wt[:, None] * R, (wt[:, None] * R).T, 1e-12)   # detailed balance
res = {}
for gt in (0.0, 1.0):
    Op = np.eye(x.size) + gt * (np.diag(R.sum(1)) - R)
    p0, p1 = np.linalg.solve(Op, np.ones_like(x)), np.linalg.solve(Op, x)
    l0, l1, l2 = wt @ p0, wt @ p1, wt @ (x * p1)
    res[gt] = (l0, (l2 - l1**2 / l0) / l0 / LWF)
bound = 1 / (1 + om**3 * nb * (nb + 1) / LWF)
assert abs(res[0.0][1] - 1) < 1e-9 and abs(res[1.0][0] / res[0.0][0] - 1) < 1e-9
assert bound <= res[1.0][1] < 0.9
print(f"inelastic model: omega/kT = {om:.1f}, Gamma tau = 1, n_B = {nb:.4f}")
print(f"  sigma ratio = {res[1.0][0]/res[0.0][0]:.6f}, L/L_WF = {res[1.0][1]:.4f}, bound = {bound:.4f}")
print("all assertions hold")
```

Printed output:

```
moments M2 = 3.289868, M4 = 45.45758
t = 3.0 eV, bond = 1.4 A, tau = 10 fs, mu = 0.5 eV, T = 300 K
kT = 0.025852 eV, mu/kT = 19.341, tau/hbar = 15.1927 1/eV
hbar v at Dirac point = 6.300 eV A
cone value tau mu/(pi hbar) = 2.41799 e^2/hbar
e^2/hbar = 2.43413e-04 S, k/e = 86.173 uV/K, k^2 T/hbar = 5.42265e-10 W/K
L_WF = 3.28987 (k/e)^2 = 2.4430e-08 W Ohm/K^2
[tau constant] Sigma(mu) = 2.41804 e^2/hbar, Sigma'/Sigma = 2.00016 1/eV
  Sigma''/Sigma = 0.00159, Sigma'''/Sigma' = 0.00488 1/eV^2
  sigma full = 2.41804 e^2/hbar = 0.5886 mS
  S Mott = -0.17011 k/e = -14.659 uV/K
  S full = -0.17011 k/e = -14.659 uV/K
  kappa full = 7.8851 k^2T/hbar = 4.2758 nW/K
  L full = 3.26095 (k/e)^2 = 2.4215e-08 W Ohm/K^2
  full/leading - 1 (sigma,S,L): 1.779e-06, 5.768e-06, -8.790e-03
  (kT)^2 formula   (sigma,S,L): 1.743e-06, 5.771e-06, -8.791e-03
[tau = tau0 |E|/mu] Sigma(mu) = 2.41804 e^2/hbar, Sigma'/Sigma = 4.00016 1/eV
  Sigma''/Sigma = 8.00221, Sigma'''/Sigma' = 0.00482 1/eV^2
  sigma full = 2.43931 e^2/hbar = 0.5938 mS
  S Mott = -0.34021 k/e = -29.317 uV/K
  S full = -0.33725 k/e = -29.062 uV/K
  kappa full = 7.9715 k^2T/hbar = 4.3227 nW/K
  L full = 3.26794 (k/e)^2 = 2.4267e-08 W Ohm/K^2
  full/leading - 1 (sigma,S,L): 8.797e-03, -8.713e-03, -6.665e-03
  (kT)^2 formula   (sigma,S,L): 8.797e-03, -8.790e-03, -7.031e-03
S at mu = -0.5 eV from k-grid = 0.17011 k/e
n = 2.01435e-03 1/A^2, D'/D = 2.0379 1/eV
mu - E_F: root = -2.2453e-03 eV, formula = -2.2403e-03 eV
mu = 0.1 eV, mu/kT = 3.87: S/S_Mott = 0.9163, L/L_WF = 0.9224
mu = 0.05 eV, mu/kT = 1.93: S/S_Mott = 0.5892, L/L_WF = 1.2445
mu = 0: sigma = 0.17331 e^2/hbar, L = 7.8039 (k/e)^2, L/L_WF = 2.3721
cone value 9 zeta(3)/(2 ln 2) = 7.8039
unequal t = [3.0, 2.5, 3.5] eV, mu = 0.9 eV, tau = tau0 |E|/mu, order xx,xy,yx,yy
  Sigma(mu) [e^2/hbar]: 4.834151, 1.850599, 1.850599, 4.629561
  Sigma^-1 Sigma' [1/eV]: 2.233960, 0.040438, 0.034037, 2.213476
  d ln Sigma_xx/dE = 2.246989 1/eV
  S Mott 300 K [k/e]: -0.189998, -0.003439, -0.002895, -0.188255
  S Boltzmann 300 K [k/e]: -0.189506, -0.003482, -0.002928, -0.187737
  L/L_WF Boltzmann 300 K: 0.998020, 0.000377, 0.000456, 0.997771
inelastic model: omega/kT = 2.0, Gamma tau = 1, n_B = 0.1565
  sigma ratio = 1.000000, L/L_WF = 0.6954, bound = 0.6944
all assertions hold
```
